# Transport cross-section and electron-wind force of an s-wave resonant defect

## Problem

A conductor line carries a current, and its electrons scatter elastically from a point defect. Treat the metal as a free-electron gas with one conduction electron per atom and Fermi wavevector \(k_F=1.2\times10^{10}\ \mathrm{m^{-1}}\). The defect is spherically symmetric, acts equally on both spins, and changes only the s wave (angular momentum \(l=0\)). It does so through a local level that lies at the Fermi energy.

(a) Find the transport cross-section \(\sigma_{tr}\) of the defect.

(b) Find the force that a current density of 1 MA/cm² exerts on it through scattering, and the resistivity added by one atomic percent of such defects.

(c) Find how the answer to (a) changes when the level is off the Fermi energy, when the metal is warm, and when a p wave is scattered too.

## First estimate by scaling

At resonance the strength of the defect should drop out, which leaves \(1/k_F\) as the only length. An area must then be a number times \(1/k_F^2\).

A semiclassical picture suggests the number. An electron passing at distance \(b\) from the centre has angular momentum \(\hbar k_F b\). The s wave should correspond to angular momenta below about \(\hbar\), hence to \(b\lesssim 1/k_F=0.083\) nm. If every such electron is deflected,

\[
\sigma_{est}\approx\frac{\pi}{k_F^2}=\frac{3.142}{1.44\times10^{20}\ \mathrm{m^{-2}}}\approx 2.2\times10^{-20}\ \mathrm{m^2}=0.022\ \mathrm{nm^2}.
\]

The power of \(k_F\) is reliable. The factor \(\pi\) is not, because a particle with a definite path was assumed at distances shorter than its wavelength.

## Exact solution

### What the transport cross-section measures

An electron that arrives along \(z\) with momentum \(\hbar k\) and leaves at angle \(\theta\) loses forward momentum \(\hbar k(1-\cos\theta)\). Far from the defect the wave is \(e^{ikz}+f(\theta)e^{ikr}/r\), and \(|f|^2d\Omega\) is the cross-section for leaving into \(d\Omega\). Weighting it with the fraction of momentum lost gives

\[
\sigma_{tr}=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega .
\]

### The s-wave amplitude

The s part of the incident wave is its average over angles. With \(\mu=\cos\theta\),

\[
\frac12\int_{-1}^{1}e^{ikr\mu}\,d\mu=\frac{e^{ikr}-e^{-ikr}}{2ikr}.
\]

The second term runs inward and has not yet met the defect, so it is unchanged. The first runs outward. Elastic scattering conserves the s-wave flux, so the defect can only multiply this term by a phase factor, written \(S=e^{2i\delta_0}\). The scattered wave is the new outgoing part minus the old one:

\[
f=\frac{e^{2i\delta_0}-1}{2ik}
=\frac{e^{i\delta_0}\left(e^{i\delta_0}-e^{-i\delta_0}\right)}{2ik}
=\frac{e^{i\delta_0}\sin\delta_0}{k}.
\]

This does not depend on \(\theta\). The \(\cos\theta\) term of the transport integral therefore vanishes, and the solid angle gives \(4\pi\):

\[
\sigma_{tr}=\frac{4\pi}{k_F^2}\sin^2\delta_0 .
\]

For pure s-wave scattering the transport and total cross-sections are equal, since the scattered electrons carry no forward momentum on average.

### The phase at resonance

Enclose the defect in a large sphere of radius \(R\). Without the level, the s states have energies \(\varepsilon_n\) with spacing \(d\), taken as uniform over the range that matters. Let the local level \(E_0\) couple to each with the same strength \(V\). For a state of energy \(E\) with amplitude \(a\) on the level and \(c_n\) on the band states,

\[
(E-\varepsilon_n)c_n=Va,\qquad (E-E_0)a=\sum_n Vc_n .
\]

Inserting the first equation into the second and dividing by \(a\) gives

\[
E-E_0=\sum_n\frac{V^2}{E-\varepsilon_n}=\frac{\pi V^2}{d}\cot\frac{\pi(E-\varepsilon_m)}{d}.
\]

The last form is the standard sum over equally spaced poles for a wide band; \(\varepsilon_m\) is any one of the levels.

The energy shift also fixes the phase. The wave must vanish at \(R\), so \(kR+\delta_0=m\pi\). The phase lowers \(k\) by \(\delta_0/R\), while neighbouring states differ by \(\pi/R\). Hence \(E-\varepsilon_m=-d\,\delta_0/\pi\), and the cotangent equals \(-\cot\delta_0\). With \(\Gamma/2=\pi V^2/d\),

\[
\tan\delta_0=\frac{\Gamma/2}{E_0-E},\qquad
\sin^2\delta_0=\frac{1}{1+\left[2(E-E_0)/\Gamma\right]^2}.
\]

This law was tested by diagonalizing 2000 band levels, 0.02 eV apart, coupled to a level 0.25 eV above the Fermi energy with \(\Gamma=1\) eV. Within 1 eV of the Fermi energy, \(\sin^2\delta_0\) from the level shifts differed from the law by less than 0.013.

For \(E_0=E_F\) the phase at the Fermi energy is \(\delta_0=\pi/2\), whatever the width \(\Gamma\), within this flat wide band. If the density of states or the coupling varies with energy, as in a free-electron band, the coupling also shifts the level by an amount proportional to \(\Gamma\); \(E_0\) must then be read as the shifted level. The sine has its largest value, so no s-wave defect can exceed this cross-section at the given \(k_F\).

### Answer to (a)

\[
\sigma_{tr}=\frac{4\pi}{k_F^2}=\frac{12.566}{1.44\times10^{20}\ \mathrm{m^{-2}}}
=8.73\times10^{-20}\ \mathrm{m^2}=0.0873\ \mathrm{nm^2}.
\]

A disc of this area has radius \(2/k_F=0.167\) nm.

### The charge that goes with the resonance

Each state lies below the nearest unperturbed level above it by the fraction \(\delta_0/\pi\) of a spacing. (The coupling pushes states above \(E_0\) upward; measuring them from the next level up is what counts the added level.) The number of states below the Fermi energy has therefore grown by \(\delta_0/\pi\) per spin, with \(\delta_0\) counted from zero far below the level. For two spins the defect collects

\[
N=\frac{2\delta_0}{\pi}=1\quad\text{electron at}\quad \delta_0=\frac{\pi}{2}.
\]

A metal screens a charge within a short distance, so \(N\) must equal the excess charge of the defect relative to the host, in units of \(e\). Within this independent-electron picture without magnetism, a purely s-wave resonance at the Fermi energy belongs to an excess charge of one.

### Answer to (b): force

A current displaces the Fermi sphere by a small wavevector \(q\) along the electron drift. Exclusion does not spoil the momentum count. Forward and reverse elastic transitions between states with occupations \(f_1\) and \(f_2\) have equal intrinsic rates, and the difference of their blocking factors is

\[
f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 .
\]

The products cancel, so each electron may be counted as if the final states were empty.

In direction \(\theta\) from the drift, the displaced sphere has an extra layer of thickness \(q\mu\), negative at the back. The density of states in wavevector space is \(2/(2\pi)^3\) per unit volume, spin included. An electron density \(\Delta n\) moving in one direction at speed \(v_F\) delivers momentum at the rate \(\Delta n\,v_F\sigma_{tr}\hbar k_F\), of which the fraction \(\mu\) lies along the drift. Therefore

\[
F=\frac{2}{(2\pi)^3}\,k_F^2\,q\,v_F\sigma_{tr}\hbar k_F\int\mu^2\,d\Omega
=\frac{k_F^2q}{3\pi^2}\,v_F\sigma_{tr}\hbar k_F ,
\]

because \(\int\mu^2d\Omega=4\pi/3\). Now use \(n=k_F^3/3\pi^2\), which is \(5.84\times10^{28}\ \mathrm{m^{-3}}\) here, and \(v_F=\hbar k_F/m\):

\[
F=n\,\frac{\hbar q}{m}\,\hbar k_F\sigma_{tr}=\frac{j}{e}\,\hbar k_F\,\sigma_{tr}.
\]

The last step holds because \(\hbar q/m\) is the drift velocity, so \(n\hbar q/m\) is the particle flux \(j/e\). The force points along the electron flow, against the conventional current. With \(j=10^{10}\ \mathrm{A/m^2}\),

\[
F=\frac{10^{10}}{1.602\times10^{-19}}\,(1.0546\times10^{-34})(1.2\times10^{10})(8.727\times10^{-20})
=6.89\times10^{-15}\ \mathrm{N},
\]

or \(4.3\times10^{-5}\) eV/nm. Numerical integration over the displaced sphere, with the resonance law for \(\Gamma=1\) eV inside the integral, gives the same value.

Over a jump of about 0.3 nm this force does work of roughly \(1.3\times10^{-5}\) eV. At 500 K the thermal energy is 0.043 eV, some three thousand times more. The wind thus does not push a defect over a barrier. It slightly biases jumps that heat already causes.

### Answer to (b): resistivity

Let a fraction \(c\) of the atoms be defects, far enough apart to scatter independently. In steady state the field's push on the electrons, \(neE\) per volume, balances the momentum they give up, \(cnF\). The added resistivity is

\[
\Delta\rho=\frac{E}{j}=\frac{cF}{ej}=\frac{c\,\hbar k_F\sigma_{tr}}{e^2}=c\,\frac{4\pi\hbar}{e^2k_F}.
\]

For \(c=0.01\) this is \(4.30\times10^{-8}\ \Omega\,\mathrm{m}\), or 4.30 µΩ cm. The same cross-section fixes both the force and the added resistance.

## Comparison of the two

The estimate of 0.022 nm² has the right dependence on \(k_F\) but is too small by a factor of 4. The flux of the s wave shows why. Its incoming part has amplitude \(1/(2kr)\), so for electrons of speed \(v\) the flux through a large sphere is

\[
4\pi r^2\,v\,\frac{1}{4k^2r^2}=v\,\frac{\pi}{k^2}.
\]

The area \(\pi/k^2\) is thus precisely what the s wave brings in, and the scaling argument counted that correctly. The scattered wave, however, is the difference between the outgoing wave with and without the defect. Its amplitude is \(|S-1|/(2kr)\), which gives

\[
\sigma=\frac{\pi}{k^2}\,|S-1|^2 .
\]

At resonance \(S=-1\), so \(|S-1|^2=4\). The outgoing s wave is reversed in sign: the scattered wave must first cancel the original one and then replace it by its negative. Twice the amplitude means four times the area. No flux is created, since the full outgoing s wave still carries \(v\pi/k^2\).

The estimate also fails far from resonance, where a length set by the defect can matter. An impenetrable sphere of radius \(a\) makes the s wave vanish at \(r=a\), so \(r\) times the wave is proportional to \(\sin k(r-a)\) and \(\delta_0=-ka\). For \(ka\ll1\) the cross-section tends to \(4\pi a^2\), which does not depend on \(k\). This needs \(a\ll0.083\) nm. A sphere with the volume of one atom has \(a=0.16\) nm and \(k_Fa=1.9\); with all waves included, its transport cross-section is only 0.42 of \(4\pi a^2\).

## Answer to (c): how firm the number is

**Level off the Fermi energy.** With \(\Gamma=1\) eV, a chosen model width, and the level 0.25 eV above \(E_F\),

\[
\sin^2\delta_0=\frac{1}{1+(0.5)^2}=0.80 ,
\]

so the cross-section falls to 0.070 nm² at fixed \(k_F\). The phase is then \(0.352\,\pi\), and the defect collects only 0.70 electron. Charge and cross-section cannot be chosen independently, though a level 0.25 eV below \(E_F\) gives the same cross-section with 1.30 electrons. For a defect of integer excess charge, a fractional s-wave charge means that other waves must supply the rest of the screening.

**Temperature.** Electrons within a few \(k_BT\) of the Fermi energy take part. Their thermal weight \(-\partial f/\partial E\) has mean square energy \(\pi^2(k_BT)^2/3\). Near its peak the resonance factor is \(1-(E-E_F)^2/(\Gamma/2)^2\), so to leading order its average is

\[
1-\frac{\pi^2}{3}\left(\frac{0.0431}{0.5}\right)^2\approx0.976 .
\]

Full integration over the thermal window gives 0.978. The difference comes from the higher-order terms of the resonance factor; the factor \(1/k^2\) adds only 0.0002. An energy-dependent coupling can move the value by about 0.002. The loss at 500 K is about 2 % of the zero-temperature value, with the level and its width held fixed and the electrons independent. Repulsion between two electrons on the half-filled level is left out, and the figure does not carry over to a level where it matters. A narrower resonance would lose more.

**An added p wave.** The part of the incident wave proportional to \(\mu\) is \(3\mu\) times

\[
\frac12\int_{-1}^{1}\mu' e^{ikr\mu'}d\mu'\approx\frac{e^{ikr}+e^{-ikr}}{2ikr}
\]

at large \(r\), after one integration by parts. Changing the phase of its outgoing term by \(2\delta_1\) adds \(3\mu e^{i\delta_1}\sin\delta_1/k\) to \(f\). Write \(s_0=\sin\delta_0\) and \(s_1=\sin\delta_1\). Then

\[
k^2|f|^2=s_0^2+9\mu^2s_1^2+6\mu s_0s_1\cos(\delta_0-\delta_1).
\]

Multiply by \(1-\mu\) and integrate over \(\mu\). Odd powers vanish and \(\int\mu^2d\mu=2/3\), so the three terms give \(2s_0^2\), \(6s_1^2\) and \(-4s_0s_1\cos(\delta_0-\delta_1)\). With the factor \(2\pi\) from the azimuth,

\[
\sigma_{tr}=\frac{4\pi}{k^2}\left[s_0^2+3s_1^2-2s_0s_1\cos(\delta_0-\delta_1)\right].
\]

At \(\delta_0=\pi/2\) the cosine equals \(s_1\), and the bracket becomes \(1+\sin^2\delta_1\). At this value of \(\delta_0\) a small p phase enters only in second order. Off resonance the bracket has a first-order term \(-\delta_1\sin2\delta_0\): for \(\delta_0=0.352\,\pi\), a phase \(\delta_1=0.05\) lowers the cross-section by about 5 %.

The size of \(\delta_1\) depends on the reach of the potential. Square wells with depth tuned to keep \(\delta_0=\pi/2\) serve as a gauge of the p phase only. They are not the local-level model: each holds a bound s state, its phase falls slowly through \(\pi/2\) instead of rising, and the total screening charge is not held at one (it is 1.7 electrons for the 0.10 nm well). A radius of 0.05 nm gives \(\delta_1=0.019\) and a change of 0.03 %. A radius of 0.10 nm gives \(\delta_1=0.34\), for which the s–p formula predicts a rise of 11.3 %. With waves up to \(l=3\) the rise is 10.3 %, so the higher waves take back about one point. For these wells, "purely s-wave" holds to about 1 % up to a radius of 0.08 nm; the rise is 3 % at 0.09 nm and 10 % at 0.10 nm. A potential that fills one atomic volume (radius 0.16 nm) lies outside this range: with \(\sin^2\delta_0=1\), a well of that radius gives 2.5 times and a barrier 1.13 times \(4\pi/k_F^2\).

**The real case.** The chosen \(k_F\) is close to the free-electron value for silver; the current density, 500 K and a host resistivity of 3 µΩ cm are rough values for a warm, heavily loaded line. The result of 4.3 µΩ cm per atomic percent is about ten times what cadmium, a defect with an excess charge of one, adds to silver: roughly 0.4 µΩ cm. One assumption open to doubt is that a single wave does all the screening. There are three p waves, so sharing the charge requires \(2(\delta_0+3\delta_1)/\pi=1\). If the phases are equal, each is \(\pi/8\), and the bracket above is \(2\sin^2(\pi/8)=0.29\). The cross-section drops to 0.026 nm² and the added resistivity to 1.3 µΩ cm. This equal split is an illustration, not a calculation for cadmium, but it shows that sharing the same charge among more waves can lower the answer severalfold. With s and p waves alone the gap does not close: along \(\delta_0=\pi/2-3\delta_1\) the bracket is \(\cos^24\delta_1+2\sin^2\delta_1\), whose smallest value is 0.26, or 1.1 µΩ cm, still about three times the value for cadmium. The five d waves change this. The general bracket is \(\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})\), and equal s, p and d phases of \(\pi/18\) hold the same charge and give \(3\sin^2(\pi/18)=0.090\), or 0.39 µΩ cm. That this lands near the cadmium value shows only that the sum rule allows it; the actual phases require the actual potential.

**Smaller matters.** The Fermi surface of silver is not a perfect sphere; it has necks that reach the zone boundary, whose L point lies at about \(1.11\,k_F\), and a change of radius does not describe them. As a gauge, changing \(k_F\) by 5 % at fixed phase \(\pi/2\) moves \(\sigma_{tr}\) to 0.079 nm² (larger \(k_F\)) or 0.097 nm² (smaller). The field also pulls directly on a charged defect: for one unit of charge, taken as unscreened toward the applied field (an assumption not examined here), the force is \(e\rho j=4.8\times10^{-17}\) N, or 0.7 % of the wind force found here, with the host resistivity alone (1.7 % once the 4.3 µΩ cm of one atomic percent of defects is added). The ratio is this small only for the resonant defect: for one that adds 0.4 µΩ cm per atomic percent, \(F=ej\,\Delta\rho/c\) is \(6.4\times10^{-16}\) N and the direct force is about 7.5 % of it. Finally, the mean free path \(\hbar k_F/(ne^2\rho)\) is 28 nm, so \(k_F\) times the mean free path is about 340 in the host; with one atomic percent of defects these fall to 12 nm and about 140. An electron travels many wavelengths between collisions, which supports treating them one at a time. The remaining values are in the numerical output.

## Numbers as computed

```
Fermi wavevector: 1.20e+10 1/m
k_F squared: 1.440e+20 1/m^2
Transport cross-section: 8.727e-20 m^2
Transport cross-section: 0.0873 nm^2
Radius of disc of equal area: 0.1667 nm
Electron density: 5.836e+28 1/m^3
Fermi energy: 5.486 eV
Chosen resonance width Gamma: 1.00 eV
Screening electrons at resonance: 1.00
Level test, largest error of sin^2(delta0): 0.0124
Level test, occupation per spin, box: 0.3466
Level test, occupation per spin, law: 0.3524
Current density: 1.00 MA/cm^2
Wind force: 6.893e-15 N
Wind force: 4.302e-05 eV/nm
Added resistivity per atomic percent: 4.302 uohm cm
Temperature: 500 K
Thermal energy kT: 0.0431 eV
Thermal average / zero-temperature value: 0.9778
Level offset: 0.25 eV
Detuned / resonant cross-section: 0.8000
Well radius 0.01 nm: p phase 0.00013 rad
Well radius 0.01 nm: sigma / s-only value 1.0000
Well radius 0.05 nm: p phase 0.01884 rad
Well radius 0.05 nm: sigma / s-only value 1.0003
Well radius 0.10 nm: p phase 0.34306 rad
Well radius 0.10 nm: sigma / s-only value 1.1029
Cross-section for k_F 5% larger: 0.0792 nm^2
Cross-section for k_F 5% smaller: 0.0967 nm^2
Rough host resistivity: 3.0 uohm cm
Mean free path: 28.2 nm
k_F times mean free path: 338
Direct force on unit charge: 4.807e-17 N
Direct force / wind force: 0.0070
```
